Isotropic averages of direction cosines and the Raman depolarisation ratio, part 1

(Sections cited here and not found follow in the second part.)

A molecule's scattering tensor is known in axes fixed to the molecule, while light is prepared and analysed in axes fixed to the laboratory. In a gas or liquid every orientation occurs, so an intensity is an orientational average of a product of four direction cosines. There are 81 × 81 such products, and two shortcuts past them give wrong answers.

The first shortcut is to average uniformly over the three Euler angles. Let β be the angle between the molecular z axis and the laboratory Z axis. A uniform β gives ⟨cos²β⟩ = 1/2. The squared cosines of Z with the three molecular axes add up to one, and in an isotropic sample none of the three can be favoured, so the value must be 1/3. The second shortcut is to factorise. Take a rod that is polarisable only along z. The intensity polarised along Z contains l_Zz⁴ and that along Y contains l_Yz² l_Zz², where l denotes a direction cosine. Factorising both into (1/3)(1/3) predicts equal intensities. The true averages are 1/5 and 1/15, a ratio of 1/3. Neither shortcut shows why a large class of Raman bands has the same ratio 3/4 whatever the molecule. The theorems below give all the averages in closed form and the exact conditions for that number.

Conventions

The laboratory axes e_i (i = X, Y, Z) and the molecular axes f_λ (λ = x, y, z) are orthonormal and right-handed. The direction cosines l_iλ = e_i·f_λ form a matrix R with RᵀR = 1 and det R = +1, an element of SO(3). A vector has components v_i = l_iλ v_λ, and a rank-two tensor T_ij = l_iλ l_jμ T_λμ. Repeated indices are summed, except the fixed labels X, Y, Z, x, y, z. Turning the molecule by a rotation S given in laboratory axes sends R to SR. The sample is called isotropic if its normalised distribution of orientations is unchanged by R → SR for every S in SO(3), and ⟨·⟩ is the average over that distribution. Hartree atomic units are used, so polarisabilities are in bohr³.

Three rank-four tensors recur:

f¹_ijkl = δ_ij δ_kl,  f²_ijkl = δ_ik δ_jl,  f³_ijkl = δ_il δ_jk.

Theorem 1. For an isotropic sample,

⟨l_iλ⟩ = 0,

⟨l_iλ l_jμ⟩ = δ_ij δ_λμ / 3,

⟨l_iλ l_jμ l_kν⟩ = ε_ijk ε_λμν / 6,

⟨l_iλ l_jμ l_kν l_lσ⟩ = Σ_rs f^r_ijkl M_rs f^s_λμνσ,

where M is 1/30 times the 3 × 3 matrix with 4 on the diagonal and −1 everywhere else.

The proof rests on four lemmas.

Lemma 1 (the measure). Write R = R_z(φ) R_y(β) R_z(χ) with 0 ≤ φ, χ < 2π and 0 ≤ β ≤ π. The measure

dν = sinβ dφ dβ dχ / 8π²

is normalised and unchanged by R → SR, R → RS and R → Rᵀ. It is the only normalised measure unchanged by R → SR.

Proof. The third column of R is R_z(φ)R_y(β)ẑ, the molecular z axis, with polar angles β and φ; χ fixes the remaining turn about that axis. The angles therefore cover SO(3) once, apart from β = 0 and π, which have no volume.

Differentiating RᵀR = 1 shows that RᵀdR is antisymmetric, so RᵀdR = [ω], where [ω] is the matrix with [ω]v = ω × v. A proper rotation preserves cross products, which reads Sᵀ[ω]S = [Sᵀω]. Assign to a small cell of orientations around R the volume d³ω spanned by its vectors ω. Under R → SR one has (SR)ᵀd(SR) = RᵀdR, and ω is unchanged. Under R → RS one has SᵀRᵀdR S = [Sᵀω], a rotated ω. Under R → Rᵀ one has R d(Rᵀ) = −dR Rᵀ = −R[ω]Rᵀ = [−Rω]. In each case ω is mapped by a matrix of determinant ±1 and the volume is preserved.

To express the volume in the angles, use dR_z(t)/dt = [ẑ]R_z = R_z[ẑ] and dR_y(t)/dt = R_y[ŷ]. Then

Rᵀ∂_φR = Rᵀ[ẑ]R = [Rᵀẑ],  Rᵀ∂_βR = R_z(χ)ᵀ[ŷ]R_z(χ) = [R_z(−χ)ŷ],  Rᵀ∂_χR = [ẑ].

The three vectors are

ω_φ = R_z(−χ)R_y(−β)ẑ = (−sinβ cosχ, sinβ sinχ, cosβ),  ω_β = (sinχ, cosχ, 0),  ω_χ = (0, 0, 1).

Expanding their determinant along ω_χ gives (−sinβ cosχ)(cosχ) − (sinβ sinχ)(sinχ) = −sinβ. Hence d³ω = sinβ dφ dβ dχ, with total 2π × 2 × 2π = 8π².

For uniqueness let μ be any normalised measure unchanged by R → SR. Then ∫F(R)dμ(R) = ∫F(SR)dμ(R) for every S. Average this over S with ν and exchange the order. The inner integral ∫F(SR)dν(S) equals ∫F dν, because ν is unchanged by right multiplication with R. So ∫F dμ = ∫F dν. ∎

Remark. Isotropy is a statement about laboratory rotations only. The lemma shows that indifference to the choice of molecular axes follows from it. The uniform measure dφ dβ dχ fails: l_Zz = cosβ and l_Zx = −sinβ cosχ give mean squares 1/2 and 1/4.

Lemma 2 (the average is a projector). Regard a rank-n tensor as a vector of 3ⁿ components with scalar product u·v equal to the full contraction. Let D(R) be the matrix with elements l_iλ l_jμ ⋯ (n factors) and I⁽ⁿ⁾ = ⟨D(R)⟩. Then I⁽ⁿ⁾ is the orthogonal projector on the space V_n of isotropic tensors, those with D(S)v = v for all S.

Proof. Index by index, D(S)D(R) = D(SR) and D(R)ᵀ = D(Rᵀ). Left invariance gives D(S)I = ⟨D(SR)⟩ = I. Averaging this over S gives I² = I. Invariance under R → Rᵀ gives Iᵀ = I. So I is an orthogonal projector. Every vector Iv in its range satisfies D(S)Iv = Iv and lies in V_n. Every v in V_n satisfies Iv = ⟨D(R)v⟩ = v and lies in the range. ∎

Lemma 3 (the isotropic tensors). The dimensions N_n of V_n are 0, 1, 1, 3 for n = 1, 2, 3, 4. Bases are δ_ij, ε_ijk and {f¹, f², f³}.

Proof. The dimension of the range of a projector is its trace, and tr D(R) = (tr R)ⁿ, so N_n = ⟨(tr R)ⁿ⟩. Multiplying out the Euler product,

l_Xx = cosφ cosβ cosχ − sinφ sinχ,  l_Yy = −sinφ cosβ sinχ + cosφ cosχ,  l_Zz = cosβ.

With t = cosβ and c = cos(φ + χ) their sum is

tr R = (1 + t)c + t.

Under ν the variable t is uniform on [−1, 1], so ⟨t²⟩ = 1/3, ⟨t⁴⟩ = 1/5 and odd powers vanish. The angle φ + χ is uniform and independent of t, so ⟨c²⟩ = 1/2, ⟨c⁴⟩ = 3/8 and odd powers vanish. Keeping the even powers of c in the binomial expansion,

N₁ = ⟨t⟩ = 0,

N₂ = (1/2)⟨(1+t)²⟩ + ⟨t²⟩ = (1/2)(4/3) + 1/3 = 1,

N₃ = 3(1/2)⟨(1+t)²t⟩ + ⟨t³⟩ = (3/2)(2/3) = 1,

N₄ = (3/8)⟨(1+t)⁴⟩ + 6(1/2)⟨(1+t)²t²⟩ + ⟨t⁴⟩ = (3/8)(1 + 2 + 1/5) + 3(1/3 + 1/5) + 1/5 = 6/5 + 8/5 + 1/5 = 3.

The tensor δ is isotropic because l_iλ l_jμ δ_λμ = (RRᵀ)_ij = δ_ij, and each f^r is a product of two such factors. The tensor ε is isotropic because l_iλ l_jμ l_kν ε_λμν is totally antisymmetric in i, j, k and equals det R = 1 for XYZ. The f^r are independent: at the components XXYY, XYXY and XYYX the triple (f¹, f², f³) equals (1,0,0), (0,1,0) and (0,0,1). Independent members of V_n, as many as its dimension, form a basis. ∎

Remark (angular momentum). The generators of rotations on a vector are (G_k)_ij = −ε_kij, with L_k = iG_k. Since ε_kil ε_klj = −2δ_ij, L² = −Σ_k G_k² = 2, so a vector carries L = 1. On a rank-n tensor the generator is the sum of n such terms. The G_k are antisymmetric, so v·L²v = Σ_k|G_k v|², and every rotation is a product of exponentials of the G_k; the isotropic tensors are thus the null space of the total L². The coupling rule 1 ⊗ 1 = 0 ⊕ 1 ⊕ 2, together with the fact that L ⊗ L′ contains 0 once if L = L′ and not otherwise, reproduces the count. In rank three, 1 ⊗ (0 ⊕ 1 ⊕ 2) contains 0 once; in rank four, (0 ⊕ 1 ⊕ 2) ⊗ (0 ⊕ 1 ⊕ 2) contains it three times.

Remark (character integral). With rotation angle ω_R, tr R = 1 + 2cosω_R, so 1 + tr R = 4cos²(ω_R/2). The proof above gives 1 + tr R = (1+t)(1+c), that is s ≡ cos²(ω_R/2) = u cos²((φ+χ)/2) with u = (1+t)/2 uniform on [0, 1]. Let m_k be the mean of cos^(2k) over a period; integration by parts gives m_(k+1) = m_k(2k+1)/(2k+2). Then ⟨s^k⟩ = m_k/(k+1). The weight (1 − cosω_R)/π = (2/π)(1 − s) on [0, π] gives 2(m_k − m_(k+1)) = m_k/(k+1), the same moments. Therefore N_n = (1/π)∫₀^π (1 − cosω_R)(1 + 2cosω_R)ⁿ dω_R. The program evaluates this integral and diagonalises L², and finds 0, 1, 1, 3 both ways.

Lemma 4 (projector in a non-orthogonal basis). If g^1, …, g^N are independent and S_rs = g^r·g^s, the orthogonal projector on their span is Σ_rs g^r (S⁻¹)_rs (g^s)ᵀ.

Proof. Write the projection of v as Σ_r c_r g^r. The remainder v − Σ_r c_r g^r is orthogonal to each g^s, so g^s·v = Σ_r S_sr c_r. S is symmetric, and invertible because cᵀSc = |Σ c_r g^r|² > 0 for c ≠ 0. Thus c_r = Σ_s (S⁻¹)_rs g^s·v. ∎

Proof of Theorem 1. By Lemma 2 each average is the projector on V_n, with laboratory indices labelling rows and molecular indices columns. For n = 1 the space is trivial and the projector is zero. For n = 2, δ·δ = δ_ii = 3. For n = 3, ε·ε = 6, the number of nonzero components, each ±1. For n = 4 a diagonal Gram element is δ_ijδ_kl δ_ijδ_kl = δ_ii δ_kk = 9. An off-diagonal one is δ_ijδ_kl δ_ikδ_jl, which forces all four indices to be equal and gives 3; the other pairs differ only by a relabelling of indices. With J the 3 × 3 matrix of ones,

S = 6·1 + 3J,  J² = 3J.

Try S⁻¹ = p·1 + qJ. The product is 6p·1 + (6q + 3p + 9q)J, so p = 1/6 and q = −3p/15 = −1/30:

S⁻¹ = (5·1 − J)/30.

Its diagonal elements are 4/30 and the others −1/30. ∎

Corollary 1. Evaluate the triple (f¹, f², f³) on the laboratory indices and on the molecular indices and sandwich M. When all four indices are equal the triple is (1,1,1); every row of M sums to 2/30 and the whole matrix to 6/30. Hence

⟨l_Zz⁴⟩ = (1,1,1)M(1,1,1)ᵀ = 1/5,

⟨l_Zz² l_Zx²⟩ = (1,1,1)M(1,0,0)ᵀ = 1/15,

⟨l_Zz² l_Xx²⟩ = (1,0,0)M(1,0,0)ᵀ = 2/15,

⟨l_Xx l_Xy l_Yy l_Yx⟩ = (1,0,0)M(0,0,1)ᵀ = −1/30.

In the last line the laboratory indices are XXYY and the molecular ones xyyx. Also ⟨l_Zz²⟩ = 1/3 and ⟨l_Xx l_Yy l_Zz⟩ = 1/6. The rod of the opening needs ⟨l_Yz² l_Zz²⟩, with laboratory triple (1,0,0) and molecular triple (1,1,1), again 1/15. Multiplying l_Zx² + l_Zy² + l_Zz² = 1 by l_Zz² requires 1/15 + 1/15 + 1/5 = 1/3, which holds.

Remark (the rank-three result needs proper rotations). Every orthogonal matrix of determinant −1 is −R with R proper, and D(−R) = (−1)ⁿD(R). An average over O(3) with equal weight on both halves leaves even ranks unchanged and annuls odd ranks. Over SO(3), a polar rank-three molecular tensor B averages to ε_ijk(ε·B)/6. If the molecule has an improper symmetry operation g, then B = D(g)B and D(g)ᵀε = −ε, so ε·B = −ε·B = 0. The average survives only for chiral molecules, and it cancels between mirror-image partners present in equal number.

The irreducible form

Lemma 5. Define

P⁰ = f¹/3,  P¹ = (f² − f³)/2,  P² = (f² + f³)/2 − f¹/3.

For any complex molecular tensor T let T^L_ij = P^L_ijkl T_kl and |T^L|² = T^L_ij (T^L_ij)*. Then in laboratory axes

⟨T_ij T*_kl⟩ = Σ_L |T^L|² P^L_ijkl / (2L + 1).

Proof. As maps on rank-two tensors, f¹ sends T to (tr T)δ, f² sends T to T and f³ sends T to Tᵀ. So P⁰, P¹, P² extract the trace part, the antisymmetric part and the symmetric traceless part. They are mutually orthogonal projectors on spaces of dimension 1, 3 and 5, and P^L_ijkl = P^L_klij. As rank-four tensors their scalar product is P^L_ijkl P^L′_ijkl = tr(P^L P^L′) = (2L+1)δ_LL′. They span V₄, since f¹ = 3P⁰, f² = P⁰ + P¹ + P² and f³ = P⁰ − P¹ + P². Lemma 4 with this diagonal Gram matrix gives

I⁽⁴⁾ = Σ_L P^L_ijkl P^L_λμνσ / (2L + 1).

Contract with T_λμ T*_νσ. Because P^L is a real symmetric projector, P^L_λμνσ T_λμ T*_νσ = |T^L|². ∎

Remark. Collecting coefficients returns M. For f¹f¹: 1/9 + (1/9)/5 = 4/30. For f²f²: (1/4)/3 + (1/4)/5 = 4/30. For f²f³: −(1/4)/3 + (1/4)/5 = −1/30. For f¹f²: −(1/6)/5 = −1/30. The label L is the angular momentum. On rank two, L²T = 2T + 2T − 2Σ_k G_k T G_kᵀ, and (Σ_k G_k T G_kᵀ)_ij = ε_kia ε_kjb T_ab = δ_ij tr T − T_ji. Hence L²T = 4T − 2(tr T)δ + 2Tᵀ, which has eigenvalue 4 − 6 + 2 = 0 on δ, 4 − 2 = 2 on antisymmetric and 4 + 2 = 6 on symmetric traceless tensors. The lemma says that orientation averaging spreads the weight of each L evenly over its 2L + 1 components and removes all interference between different L.

The customary invariants are

a = tr T / 3,  γ² = (3/2)|T²|²,  δ² = (3/2)|T¹|²,

where T² and T¹ are the L = 2 and L = 1 parts, and δ² without indices always means this antisymmetric anisotropy. Since T⁰ = a·1, |T⁰|² = 3|a|². For Cartesian forms let Σ′ run over the pairs xy, yz, zx. Each pair contributes two elements ±(T_λμ − T_μλ)/2 to T¹, so |T¹|² = (1/2)Σ′|T_λμ − T_μλ|². The off-diagonal part of |T²|² is likewise (1/2)Σ′|T_λμ + T_μλ|². Its diagonal part is Σ_λ|T_λλ − a|² = Σ_λ|T_λλ|² − 3|a|², while Σ′|T_λλ − T_μμ|² = 3Σ_λ|T_λλ|² − |tr T|² is three times that. Therefore

γ² = (1/2)Σ′|T_λλ − T_μμ|² + (3/4)Σ′|T_λμ + T_μλ|²,  δ² = (3/4)Σ′|T_λμ − T_μλ|².

The depolarisation ratio

Three assumptions connect this to scattering. In the electric-dipole approximation light of real unit polarisation e_in induces a transition dipole T·e_in, and the intensity through an analyser e_out is proportional to |e_out·T·e_in|², with a factor that depends on frequencies and not on polarisation. The molecules scatter incoherently, so intensities add. The sample is isotropic. Light travels along Y, is polarised along Z and is observed along X, so the scattered field lies in the YZ plane. Dropping the common factor, I∥ = ⟨|T_ZZ|²⟩, I⊥ = ⟨|T_YZ|²⟩ and ρ = I⊥/I∥.

Theorem 2. Under these assumptions

I∥ = (45|a|² + 4γ²)/45,  I⊥ = (3γ² + 5δ²)/45,  ρ = (3γ² + 5δ²)/(45|a|² + 4γ²).

If T is symmetric and nonzero, then 0 ≤ ρ ≤ 3/4, with ρ = 3/4 exactly when a = 0 and ρ = 0 exactly when γ² = 0.

Proof. For the indices ZZZZ the triple f is (1,1,1), so P⁰ = 1/3, P¹ = 0, P² = 1 − 1/3 = 2/3. For YZYZ it is (0,1,0), so P⁰ = 0, P¹ = 1/2, P² = 1/2. Insert |T⁰|² = 3|a|², |T¹|² = 2δ²/3 and |T²|² = 2γ²/3 in Lemma 5:

I∥ = 3|a|²(1/3) + (2γ²/3)(2/3)/5 = |a|² + 4γ²/45,

I⊥ = (2δ²/3)(1/2)/3 + (2γ²/3)(1/2)/5 = δ²/9 + γ²/15.

For δ² = 0 and T ≠ 0 the denominator of ρ is positive, and

3/4 − ρ = [3(45|a|² + 4γ²) − 12γ²] / [4(45|a|² + 4γ²)] = 135|a|² / [4(45|a|² + 4γ²)],

which is non-negative and vanishes only for a = 0. ∎

The number 3/4 is the ratio (1/2)/(2/3) of two components of P². It belongs to L = 2 and contains nothing about the molecule. The trace part adds to I∥ alone, since a·1 cannot turn the polarisation, and can only lower ρ.

Remark (when T is symmetric). In the Placzek regime the light is far from electronic resonance, the electronic ground state |g⟩ is non-degenerate, and vibrational and rotational energies are negligible in the denominators. Then T = ⟨v′|α(Q)|v⟩, with the clamped-nuclei polarisability at light frequency ω_L

α_λμ = Σ_e [⟨g|μ_λ|e⟩⟨e|μ_μ|g⟩/(E_e − E_g − ω_L) + ⟨g|μ_μ|e⟩⟨e|μ_λ|g⟩/(E_e − E_g + ω_L)].

Without a magnetic field, and with a spin-free Hamiltonian, the electronic functions can be chosen real. All dipole matrix elements are then real and symmetric, each numerator is unchanged by λ ↔ μ, and δ² = 0. Near resonance, or with a degenerate electronic ground state, this argument is unavailable.

Remark (failure of the bound). In general ρ > 3/4 means 4(3γ² + 5δ²) > 3(45|a|² + 4γ²), that is 4δ² > 27|a|². A small antisymmetric part is therefore not enough unless the trace is small as well. A tensor whose only element is T_xy = 1 bohr³ has a = 0 and γ² = δ² = 0.75 bohr⁶, giving I∥ = 4(0.75)/45 = 0.0667 bohr⁶, I⊥ = 8(0.75)/45 = 0.1333 bohr⁶ and ρ = 2. A purely antisymmetric tensor has I∥ = 0 and no finite ρ. For an aligned sample Lemma 1 does not apply, and the formulas of the theorem need not hold.

The isotropic averages of up to four direction cosines are now in closed form, and for a symmetric nonzero scattering tensor they give ρ ≤ 3/4, with equality exactly when the trace vanishes. What remains is to treat other polarisations, the role of molecular symmetry, the separate lines of a quantum rotor, the worked example of water and the numerical tests.
